\section*{Six Delta valleys in silicon and four L valleys in germanium}

\section{Two crystals, one symmetry, two counts}

A tight-binding conduction band of silicon, searched over one full reciprocal cell without any use of symmetry, has six equal lowest minima. The same search for germanium finds four. Yet both crystals have the diamond structure and the same 48 rotational operations. The difference must come from where the minima lie. In units of $2\pi/a$, with $a$ the cubic lattice constant, the search places one of them at
\begin{equation}
\mathbf k_{\rm Si}=(0,0,0.731),\qquad
\mathbf k_{\rm Ge}=\left(\tfrac12,\tfrac12,\tfrac12\right).
\label{eq:points}
\end{equation}
The first is on the line $\Delta$ from the zone centre to X; the second is the point L.

The model has one $s$, three $p$ and one excited $s^*$ orbital on each atom, with nearest-neighbour coupling and parameters fitted to known bands. It supplies positions that symmetry cannot: no group argument says that silicon prefers $\Delta$ or germanium L. Given one minimum $\mathbf k_0$, symmetry says how many others there must be. Two assumptions are needed throughout. All lowest minima are related by symmetry to $\mathbf k_0$, and the band at $\mathbf k_0$ is nondegenerate apart from spin. Spin is not included in the valley number $g_v$.

\section{The lattice and its operations}

The face-centred cubic lattice vectors are $\mathbf t=(a/2)\mathbf m$, where $\mathbf m$ has integer components with an even sum. A reciprocal vector $\mathbf G=(2\pi/a)\mathbf h$ must satisfy $\mathbf G\cdot\mathbf t=\pi\,\mathbf h\cdot\mathbf m\in2\pi\mathbb Z$, so $\mathbf h\cdot\mathbf m$ must be even. Taking $\mathbf m=(2,0,0)$ and its permutations shows that each $h_i$ is an integer. Taking $\mathbf m=(1,1,0)$ and its permutations shows that all $h_i$ have the same parity. Conversely, if all are even the product is even, and if all are odd it has the parity of $m_1+m_2+m_3$, which is even. Hence
\begin{equation}
\mathbf h=(h_1,h_2,h_3)\quad\text{with all } h_i \text{ even or all odd}.
\label{eq:recip}
\end{equation}
Wave vectors are given in units of $2\pi/a$ from here on, and $\mathbf k\sim\mathbf k'$ means that they differ by such an $\mathbf h$. Equivalent vectors label the same Bloch states.

The second-shortest lattice vectors are the six vectors of length $a$ along the cubic axes. A rotation or reflection $R$ that preserves the lattice must permute them, so it permutes the axes and may change signs. There are $3!\times2^3=48$ such signed permutations.

The atoms sit at $\mathbf 0$ and $\mathbf d=(a/4)(1,1,1)$, plus lattice vectors. Let $s_i=\pm1$ be the signs in $R\mathbf d=(a/4)(s_1,s_2,s_3)$. If an even number of them are negative, $R\mathbf d-\mathbf d$ is a lattice vector, and $R$ alone preserves the crystal. If an odd number are negative, an even number are positive, so $R\mathbf d+\mathbf d$ is a lattice vector. Then $\mathbf r\to R\mathbf r+\mathbf d$ exchanges the two kinds of site and preserves the crystal. Thus 24 operations need no shift and 24 need the shift $\mathbf d$.

The shift does not spoil the symmetry of the energies. Let $O$ act on functions through $\mathbf r\to R\mathbf r+\boldsymbol\tau$, and let $T_{\mathbf t}$ translate by $\mathbf t$. Translating by $R^{-1}\mathbf t$ and then applying $O$ sends $\mathbf r$ to $R\mathbf r+\mathbf t+\boldsymbol\tau$, so $T_{\mathbf t}O=OT_{R^{-1}\mathbf t}$. With physical wave vectors restored for this step, $T_{\mathbf t}\psi_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf t}\psi_{\mathbf k}$ gives
\begin{equation}
T_{\mathbf t}(O\psi_{\mathbf k})
=e^{-i\mathbf k\cdot R^{-1}\mathbf t}O\psi_{\mathbf k}
=e^{-i(R\mathbf k)\cdot\mathbf t}O\psi_{\mathbf k}.
\end{equation}
The last step holds because $R$ preserves scalar products. Since $O$ commutes with the Hamiltonian, it carries each state at $\mathbf k$ to a state of equal energy at $R\mathbf k$. Its inverse does the reverse, so the ordered bands obey
\begin{equation}
E(R\mathbf k)=E(\mathbf k).
\label{eq:energy}
\end{equation}

\section{First derivation: star and little co-group}

The star of $\mathbf k_0$ is the set of inequivalent vectors $R\mathbf k_0$. The rotational part of its little group, called the little co-group, is
\begin{equation}
\mathcal G_0=\{R:\ R\mathbf k_0\sim\mathbf k_0\}.
\end{equation}
Two operations $R$ and $S$ give the same star member when $R\mathbf k_0=S\mathbf k_0+\mathbf h$. Applying $S^{-1}$, which maps reciprocal vectors to reciprocal vectors, turns this into $S^{-1}R\mathbf k_0\sim\mathbf k_0$. The condition is therefore $S^{-1}R\in\mathcal G_0$, or $R=SQ$ with $Q\in\mathcal G_0$. Different $Q$ give different $R$, so each star member is reached by $|\mathcal G_0|$ of the 48 operations. Therefore
\begin{equation}
g_v=\frac{48}{|\mathcal G_0|}.
\label{eq:orbit}
\end{equation}

For silicon take $\mathbf k_0=(0,0,\xi)$ with $0<\xi<1$. An operation can send it to another axis, reverse it, or leave it fixed. A move to another axis changes two components by the non-integer amount $\xi$, which (\ref{eq:recip}) forbids. A reversal changes the third component by $2\xi$, with $0<2\xi<2$. A reciprocal vector with two zero components must have an even third one, so this is forbidden too, even at $2\xi=1$. The $z$ axis and its sense must be kept. The other two axes can be permuted in two ways and given four sign choices:
\begin{equation}
|\mathcal G_\Delta|=2\times4=8,\qquad g_v=\frac{48}{8}=6.
\end{equation}
This group is $C_{4v}$.

For germanium take $\mathbf k_0=\frac12(1,1,1)$. Then $R\mathbf k_0=\frac12(s_1,s_2,s_3)$, and the components of $\mathbf k_0-R\mathbf k_0$ are $(1-s_i)/2$, each 0 or 1. They have equal parity when all three signs agree. The six permutations can thus be combined with either common sign:
\begin{equation}
|\mathcal G_L|=6\times2=12,\qquad g_v=\frac{48}{12}=4.
\end{equation}
This group is $D_{3d}$. The reversal is allowed because $\mathbf k_0-(-\mathbf k_0)=(1,1,1)$ is a reciprocal vector, which is what distinguishes L from a point on $\Delta$.

The limit $\xi\to1$ shows the same mechanism. The vector $(0,0,-\xi)$ is equivalent to $(0,0,2-\xi)$, which lies $2(1-\xi)$ from $(0,0,\xi)$. At $\xi=1$ the two merge at X, the little co-group grows to order 16, and three points remain. In diamond the bands always touch there: every level at X is twofold even without spin. The assumption of a nondegenerate band then fails, and the number of points alone no longer gives the number of valleys. Before the limit, six separate valleys are a useful description while the electrons do not reach the energy at which neighbouring pockets join.

\section{Second derivation: pockets inside the first zone}

The count can also be made by adding up the pieces of pocket that lie in the first Brillouin zone. This needs no coset argument, and the 24 operations without a shift are enough. They are the permutations combined with an even number of minus signs.

A point belongs to the closed zone if it is at least as near to the origin as to every other reciprocal vector. Expanding $|\mathbf k|^2\le|\mathbf k-\mathbf h|^2$ and cancelling $|\mathbf k|^2$ gives
\begin{equation}
2\mathbf k\cdot\mathbf h\le|\mathbf h|^2 .
\label{eq:zone}
\end{equation}

The 24 operations send $(0,0,\xi)$ to all six points $\pm\xi$ on the axes: permutations choose the axis, and two minus signs, one of them on a zero component, reverse it. To place $(0,0,\xi)$ in the zone, compare $2\xi h_3$ with $|\mathbf h|^2$ for $\mathbf h\ne\mathbf0$. If $h_3\le0$, the left side is not positive and the right side is. If $h_3=1$, all components are odd, so $|\mathbf h|^2\ge3>2\xi$. If $h_3\ge2$, then $|\mathbf h|^2\ge h_3^2\ge2h_3>2\xi h_3$. Every inequality is strict, so the point is inside the zone and a small pocket around it is whole. The total is $6\times1=6$.

For L, the same operations give the four points $\frac12(s_1,s_2,s_3)$ with $s_1s_2s_3=1$. Their negatives are also in the closed zone, and periodicity makes each equivalent to its partner, since the difference $(s_1,s_2,s_3)$ has three odd components. This makes eight points. At $\frac12(1,1,1)$, condition (\ref{eq:zone}) reads
\begin{equation}
h_1+h_2+h_3\le h_1^2+h_2^2+h_3^2 .
\end{equation}
It holds term by term, because $h\le h^2$ for every integer. Equality needs each $h_i$ to be 0 or 1. With equal parity, the one nonzero solution is $(1,1,1)$. The point therefore lies on one zone face and on no edge.

Write a nearby point as $\mathbf k_0+\boldsymbol\delta$. It is inside the zone if $(1,1,1)\cdot\boldsymbol\delta\le0$. The part with $(1,1,1)\cdot\boldsymbol\delta>0$ is outside, but subtracting $(1,1,1)$ moves it to $-\mathbf k_0+\boldsymbol\delta$, on the inner side of the opposite face. The pieces at opposite faces thus join into one complete pocket. For a pocket symmetric about its centre each piece is one half, and
\begin{equation}
g_v=8\times\tfrac12=4.
\end{equation}

\section{What each derivation assumes}

Both derivations need the position of one minimum, a single set of symmetry-related minima, and a periodic crystal. If a second, unrelated set had the same energy, its number would have to be added.

The first uses all 48 operations and never needs the shape of the zone. The second needs the zone faces but half of the operations. It therefore applies as it stands to the zincblende structure of many III--V crystals, where the two atoms differ and the exchanging operations are lost: minima at the same positions would again number six and four. The coset count agrees when 48 is replaced by 24, since the little co-groups then have orders 4 and 6, and $24/4=6$, $24/6=4$.

The shape of a valley separates the two sets of assumptions further. For $R\in\mathcal G_0$, periodicity and (\ref{eq:energy}) give $E(\mathbf k_0+\boldsymbol\delta)=E(\mathbf k_0+R\boldsymbol\delta)$. In the expansion
\begin{equation}
E(\mathbf k_0+\boldsymbol\delta)=E_0+\mathbf g\cdot\boldsymbol\delta
+\tfrac12\boldsymbol\delta^{T}W\boldsymbol\delta+\cdots
\label{eq:expand}
\end{equation}
this requires $R\mathbf g=\mathbf g$ and $RWR^T=W$. On $\Delta$, the separate reflections of $x$ and $y$ remove $g_x$, $g_y$ and all off-diagonal elements of $W$, while exchange of $x$ and $y$ gives $W_{xx}=W_{yy}$. The component $g_z$ survives, so symmetry does not fix $\xi$. In the silicon model the slope at $(0,0,0.5)$ is $-3.09$ eV per $2\pi/a$; it vanishes at the minimum because the band turns there.

At L, the permutations make all diagonal elements of $W$ equal to some $A$ and all off-diagonal ones equal to some $B$. The curvature is $A+2B$ along $[111]$ and $A-B$ across it. Inversion forces $\mathbf g=-\mathbf g=\mathbf0$, so L is stationary by symmetry. With $W$ taken with respect to physical wave vectors, the inverse mass tensor is $M^{-1}=W/\hbar^2$. Its eigenvalues are $1/m_l$ along the valley axis and $1/m_t$ across it, which defines the longitudinal and transverse masses. In both materials, with $\mathbf n$ the unit vector along the valley axis,
\begin{equation}
M^{-1}=\frac{\mathbf n\mathbf n^T}{m_l}
+\frac{1-\mathbf n\mathbf n^T}{m_t}.
\label{eq:mass}
\end{equation}

The 24 unshifted operations alone say less. On $\Delta$, those that fix $\mathbf k_0$ take $(x,y)$ to $\pm(x,y)$ or $\pm(y,x)$. They allow a term $\delta_x\delta_y$, hence three different masses. At L they contain no inversion and allow a slope along $[111]$. Time reversal, which gives $E(-\mathbf k)=E(\mathbf k)$, repairs both for a nondegenerate band without spin-orbit coupling; with that coupling and no inversion, the spin pair can split away from $\mathbf k_0$ and the expansion (\ref{eq:expand}) need not apply. Combined with $(x,y,z)\to(y,-x,-z)$ it acts on the energy near $\Delta$ as $(x,y,z)\to(-y,x,z)$, which reverses the sign of $\delta_x\delta_y$. At L it gives $E(\mathbf k_0+\boldsymbol\delta)=E(-\mathbf k_0-\boldsymbol\delta)=E(\mathbf k_0-\boldsymbol\delta)$, so the slope vanishes. The number of equivalent points thus needs less symmetry than the two-mass form.

Spin-orbit coupling does not change the count in diamond. Inversion about a bond centre combined with time reversal keeps $\mathbf k$, is antiunitary, and squares to $-1$ for spin one-half, so every level has an orthogonal partner. With this coupling added to the model, the levels at the six or four points stay equal and twofold. With $\mathbf k_0$ and the orbital energies held fixed, the conduction level moves by $-1.2$ meV in germanium and by less than 0.01 meV in silicon.

\section{When the star splits}

A perturbation that singles out the $[001]$ axis without preferring a sense along it, such as uniaxial strain, leaves the operations that keep this axis up to sign. They connect $(0,0,\xi)$ with $(0,0,-\xi)$ and the other four $\Delta$ points among themselves, so six becomes $2+4$. They still contain every sign change, so the four L points stay together. One of the same kind along $[111]$ leaves the permutations with a common sign. These connect all six $\Delta$ points but separate the L valley on the chosen axis from the other three. Shifting the energy of the $p$ orbital along the chosen axis in the model produces these groupings: $2+4$ and 6 for silicon, 4 and $1+3$ for germanium.

\section{Electrons in silicon and germanium at 300 K}

Take $n=10^{17}$ cm$^{-3}$ electrons in the bulk, with $k_BT=25.85$ meV. Rough typical masses, in electron masses, are $m_l=0.92$, $m_t=0.19$ for silicon and $m_l=1.6$, $m_t=0.08$ for germanium. Equal occupation puts $1.67\times10^{16}$ cm$^{-3}$ in each silicon valley and $2.5\times10^{16}$ cm$^{-3}$ in each germanium valley.

For a nondegenerate gas in parabolic valleys, each principal direction contributes a Gaussian integral,
\begin{equation}
\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,
e^{-\hbar^2k^2/2mk_BT}
=\left(\frac{mk_BT}{2\pi\hbar^2}\right)^{1/2}.
\end{equation}
Multiplying three of these by two spins and $g_v$ valleys gives
\begin{equation}
n=N_ce^{\mu/k_BT},\quad
N_c=2g_v\sqrt{m_lm_t^2}\left(\frac{k_BT}{2\pi\hbar^2}\right)^{3/2},
\end{equation}
where $\mu$ is measured from the band edge. The results are $N_c=2.74\times10^{19}$ cm$^{-3}$ for silicon and $1.02\times10^{19}$ cm$^{-3}$ for germanium. For silicon,
\begin{equation}
\mu\simeq25.85\,\ln\frac{10^{17}}{2.74\times10^{19}}\ {\rm meV}
\simeq-145\ {\rm meV}.
\end{equation}
For germanium $\mu\simeq-119$ meV. Counting its eight half-valleys as whole ones would double $N_c$ and lower $\mu$ by $k_BT\ln2=17.9$ meV at fixed $n$.

Equal filling of the whole star also makes conduction isotropic. Averaged over either star, $\mathbf n\mathbf n^T$ is $1/3$ times the unit matrix: for $\Delta$ each axis occurs twice among six, and for L the off-diagonal products cancel in pairs. Equation (\ref{eq:mass}) then gives
\begin{equation}
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).
\end{equation}
For silicon this is $(1.087+10.526)/3=3.871$, so $m_c=0.258$; for germanium $m_c=0.117$. This is the conductivity mass if all valleys are equally filled and share one isotropic scattering time.

The bulk approximations are mild here. Fermi statistics moves $\mu$ by less than 0.1 meV. Nonparabolicity, described by $E(1+\alpha E)=E_{\rm par}$ with $E_{\rm par}$ the parabolic energy and rough $\alpha$ of 0.5 and 0.3 eV$^{-1}$, raises $N_c$ by 4.9\% in silicon and 2.9\% in germanium. With rough offsets of 0.19 and 0.14 eV, the silicon masses for $\Delta$ and an isotropic mass of 0.04 for $\Gamma$, the $\Delta$ and $\Gamma$ valleys of germanium hold 0.17\% and 0.009\% as many electrons as its L valleys.

A gated (001) channel is different. Model it by a hard wall at $z=0$ and a uniform field $F=0.1$ MV/cm. At the bottom of a subband the in-plane wave vector, measured from the valley, is zero, and the mass for motion along $z$ is $m_z=1/(M^{-1})_{zz}$. With $\ell=(\hbar^2/2m_zeF)^{1/3}$ and $s=z/\ell-E/(eF\ell)$, the Schr\"odinger equation becomes $\psi''(s)=s\psi$. Its decaying solution is the Airy function ${\rm Ai}(s)$, and the wall requires ${\rm Ai}(-E/eF\ell)=0$. With $a_1<0$ the first zero,
\begin{equation}
E_1=|a_1|\,eF\ell=|a_1|\left(\frac{\hbar^2e^2F^2}{2m_z}\right)^{1/3}.
\end{equation}
The two silicon valleys along $z$ have $m_z=m_l$ and $E_1=37.5$ meV; the other four have $m_z=m_t$ and $E_1=63.5$ meV. The splitting of about 26 meV, which grows as $F^{2/3}$, is comparable with $k_BT$ at this field, so six equally filled valleys are no longer a sound assumption. The splitting alone overstates the imbalance, because the in-plane density-of-states mass is $m_t$ for the two valleys and $\sqrt{m_lm_t}$ for the four, and higher subbands are also filled. Summing Boltzmann factors over all Airy levels with these masses gives each of the two valleys about 1.65 times the electrons of each of the four, or 45\% of the total instead of one third. In germanium $n_z^2=1/3$ for every L valley, so all four have $m_z=m_c$ and the same level, 74.6 meV.

\section{The model beside the real crystals}

The band model gives the right kind of minimum in both materials, but not good valley shapes. Its silicon masses are $m_l=0.74$ and $m_t=1.62$: the transverse one is more than eight times the rough typical value, and the order of the two is reversed. In germanium it gives 2.3 and 0.76, against roughly 1.6 and 0.08. Its silicon minimum, at 0.73 of the way to X, is closer to the zone centre than the real one at roughly 0.85. It puts the germanium $\Delta$ minimum only 25 meV above L, against roughly 190 meV. None of this alters the count, which depends on the type of point, but it is why the carrier example uses separate masses and offsets. Equivalence of the valleys can also fail in a device: in the silicon channel above, the levels differ by about $k_BT$. That estimate leaves out screening of the field, penetration into the barrier and coupling between valleys at the interface. The full numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
operations: total, without shift, with shift: 48 24 24
Gamma: little co-group order 48, star 1
X: little co-group order 16, star 3
L: little co-group order 12, star 4
W: little co-group order 8, star 6
Delta: little co-group order 8, star 6
general: little co-group order 1, star 48
zincblende (24 operations) star of Delta, L: 6 4
Delta: 6 points in closed zone, 6.00 whole valleys
L: 8 points in closed zone, 4.00 whole valleys
X: 6 points in closed zone, 3.00 whole valleys
Delta: invariant vectors 1, symmetric tensors 2
L: invariant vectors 0, symmetric tensors 2
Si band search: 6 minima at 1.1713 eV above valence top
Si minimum k0 (2pi/a): 0.0000 0.0000 0.7311
Si model ml, mt (m0): 0.742, 1.624
Si groups under [001], [111] perturbation: [2, 4], [6]
Si spin-orbit shift at k0 (input 0.044 eV): -0.00 meV
Ge band search: 4 minima at 0.7649 eV above valence top
Ge minimum k0 (2pi/a): 0.5000 0.5000 0.5000
Ge model ml, mt (m0): 2.336, 0.758
Ge groups under [001], [111] perturbation: [4], [1, 3]
Ge spin-orbit shift at k0 (input 0.290 eV): -1.24 meV
Si slope at (0,0,0.5): -3.091 eV per (2pi/a); Ge slope at L vanishes
Ge model Delta, Gamma above L: 24.7, 135.1 meV
inputs: T 300 K, n 1.0e+17 cm^-3, kT 25.85 meV
Si rough ml, mt: 0.92, 0.19 m0; conductivity mass 0.258 m0
Si Nc 2.744e+19 cm^-3; per valley n 1.667e+16 cm^-3
Si Fermi level from band edge: -145.1 meV
Si degeneracy shift 0.033 meV
Si nonparabolic Nc change 4.9 % (alpha 0.5 /eV)
Si (001) well levels: 37.5 to 63.5 meV
Si channel splitting / kT: 1.00
Ge rough ml, mt: 1.6, 0.08 m0; conductivity mass 0.117 m0
Ge Nc 1.016e+19 cm^-3; per valley n 2.500e+16 cm^-3
Ge Fermi level from band edge: -119.4 meV
Ge degeneracy shift 0.090 meV
Ge nonparabolic Nc change 2.9 % (alpha 0.3 /eV)
Ge (001) well levels: 74.6 to 74.6 meV
channel field: 0.10 MV/cm
Ge Fermi-level error if 8 valleys are counted: 17.9 meV
Ge Delta / L electrons (rough gap 0.19 eV): 0.174 %
Ge Gamma / L electrons (rough gap 0.14 eV): 0.009 %
\end{verbatim}
